# Longitudinal Raman Shift of a Biaxially Strained (001) Film

## 1. The decision that depends on the result

To obtain the strain of a thin film from its Raman spectrum, one divides the measured line shift by a strain coefficient. The decision is which coefficient to use. A film stretched in its plane also contracts along its normal, and that contraction changes the phonon frequency too. For the model film worked out below, omitting the contraction turns a true strain of 0.20% into an inferred strain of 0.14%.

The film has the diamond structure, with $x,y,z$ along the cube axes and a free surface normal to $z$. Its in-plane strains are equal, $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon$, with $\varepsilon>0$ for tension. The result to be derived is

$$
\Delta\omega_L=b\,\varepsilon,\qquad
b=\omega_0\left(K_{12}-K_{11}\frac{C_{12}}{C_{11}}\right).
$$

Here $\Delta\omega_L$ is the shift of the vibration along the film normal and $\omega_0$ its unstrained frequency. The constants $K_{11}$ and $K_{12}$ give the relative change of the squared frequency per unit strain along and across the vibration, and $C_{11}$ and $C_{12}$ are the elastic stiffnesses.

## 2. Equation of motion of the optical phonon

The primitive cell holds two atoms of equal mass $m$. In a zone-centre vibration every cell moves alike, so the energy per cell depends on the relative displacement $\mathbf u=\mathbf u_1-\mathbf u_2$, measured from the equilibrium position in the strained crystal. Call this energy $E(\mathbf u)$. Newton's equations are

$$
m\ddot u_{1,i}=-\frac{\partial E}{\partial u_i},\qquad
m\ddot u_{2,i}=+\frac{\partial E}{\partial u_i}.
$$

The signs differ because $\mathbf u$ contains $\mathbf u_2$ with a minus sign. Subtraction gives $\ddot u_i=-(2/m)\,\partial E/\partial u_i$. For small vibrations the force is linear in $\mathbf u$, so

$$
\ddot u_i=-\sum_k K_{ik}u_k,\qquad
K_{ik}=\frac{2}{m}\frac{\partial^2E}{\partial u_i\partial u_k}.
$$

A vibration at angular frequency $\omega$ has $\ddot{\mathbf u}=-\omega^2\mathbf u$. The eigenvalues of $K$ are therefore squared frequencies. Without strain, cubic symmetry makes the three directions equivalent and $K_{ik}=\omega_0^2\delta_{ik}$.

For small strain we keep the linear change,

$$
K_{ik}=\omega_0^2\delta_{ik}+\sum_{lm}K^{(1)}_{iklm}\varepsilon_{lm}.
$$

Here $\varepsilon_{xy}$ is the tensor shear strain, half the engineering shear strain. The coefficients are symmetric under $i\leftrightarrow k$, because second derivatives commute, and under $l\leftrightarrow m$, because the strain is symmetric.

## 3. Three phonon deformation potentials

A rotation by 180° about $z$ reverses $x$ and $y$. A coefficient is unchanged by it only if the labels $x$ and $y$ together occur an even number of times; otherwise it equals its own negative and vanishes. The rotations about $x$ and $y$ give the same condition for the other pairs. Hence the numbers of $x$, $y$ and $z$ labels are all even or all odd. They add up to four, which three odd numbers cannot do, so all are even.

The surviving types are $xxxx$, $xxyy$ and $xyxy$. Threefold rotations about the cube diagonals permute the axes cyclically, and a diagonal mirror exchanges $x$ and $y$. All members of each type are then equal, and three constants remain:

$$
p=K^{(1)}_{xxxx},\qquad q=K^{(1)}_{xxyy},\qquad r=K^{(1)}_{xyxy}.
$$

Thus $p$ describes strain along the vibration and $q$ strain across it. Summing over the strain labels gives, for example,

$$
K_{xx}-\omega_0^2=p\varepsilon_{xx}+q(\varepsilon_{yy}+\varepsilon_{zz}),
\qquad K_{xy}=2r\varepsilon_{xy}.
$$

The factor 2 comes from the equal terms with $\varepsilon_{xy}$ and $\varepsilon_{yx}$. The other elements follow by cyclic exchange. The eigenvalues of this matrix of changes are $\lambda=\omega^2-\omega_0^2$.

It is convenient to use the dimensionless constants

$$
K_{11}=\frac{p}{\omega_0^2},\qquad K_{12}=\frac{q}{\omega_0^2}.
$$

Because they are ratios, the final formula holds equally for angular frequencies and for wavenumbers in cm⁻¹.

## 4. The out-of-plane strain

The substrate fixes the in-plane strain, but nothing pulls on the free surface. All traction components on it vanish: $\sigma_{xz}=\sigma_{yz}=\sigma_{zz}=0$. In a uniformly strained film these values hold through the thickness.

For a cubic crystal $\sigma_{xz}=2C_{44}\varepsilon_{xz}$, so $\varepsilon_{xz}=0$, and likewise $\varepsilon_{yz}=0$. The normal component gives

$$
0=\sigma_{zz}=C_{11}\varepsilon_{zz}+C_{12}(\varepsilon_{xx}+\varepsilon_{yy})
=C_{11}\varepsilon_{zz}+2C_{12}\varepsilon,
$$

$$
\varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}\,\varepsilon .
$$

With positive $C_{12}$, in-plane tension makes the film thinner. The factor 2 counts the two stretched directions. The in-plane stress does not vanish:

$$
\sigma_{xx}=C_{11}\varepsilon+C_{12}\varepsilon+C_{12}\varepsilon_{zz}
=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)\varepsilon .
$$

The bracket is the biaxial modulus.

## 5. The frequency shifts

With no shear strain the matrix of changes is diagonal. The vibration along $z$ has

$$
\lambda_L=p\varepsilon_{zz}+2q\varepsilon
=2\left(q-p\frac{C_{12}}{C_{11}}\right)\varepsilon .
$$

To pass from squared frequency to frequency, write $\omega=\omega_0+\Delta\omega$. Then

$$
\lambda=\omega^2-\omega_0^2=2\omega_0\Delta\omega+(\Delta\omega)^2 .
$$

To first order the last term is dropped, and $\Delta\omega=\lambda/(2\omega_0)$. The factor 2 cancels, and with $p=\omega_0^2K_{11}$ and $q=\omega_0^2K_{12}$,

$$
\boxed{\Delta\omega_L=b\varepsilon,\qquad
b=\omega_0\left(K_{12}-K_{11}\frac{C_{12}}{C_{11}}\right)}
$$

This is the combination announced in the first part. If both $K_{11}$ and $K_{12}$ are negative, in-plane tension lowers the frequency through $K_{12}$, while the contraction along $z$ raises it through $K_{11}$. The two contributions oppose each other.

The vibrations along $x$ and $y$ remain degenerate, with $\lambda_T=(p+q)\varepsilon+q\varepsilon_{zz}$. Their shift is

$$
\Delta\omega_T=\frac{\omega_0\varepsilon}{2}
\left(K_{11}+K_{12}-2K_{12}\frac{C_{12}}{C_{11}}\right).
$$

## 6. Why backscattering shows the longitudinal mode

Light scatters because the vibration changes the polarizability $\alpha_{ij}$. Vibration along $k$ has the Raman tensor $R^{(k)}_{ij}=\partial\alpha_{ij}/\partial u_k$, and the scattered amplitude is proportional to $\mathbf e_s\cdot R^{(k)}\mathbf e_i$, where $\mathbf e_i$ and $\mathbf e_s$ are the incident and scattered polarizations.

The 180° rotations about an atom again require the numbers of $x$, $y$ and $z$ labels to be all even or all odd. Now there are three labels, so each axis must occur once. Vibration along $z$ therefore has only $xy$ and $yx$ elements, vibration along $x$ only $yz$ and $zy$, and vibration along $y$ only $zx$ and $xz$. Equal biaxial strain keeps these rotations as symmetries, so the rule survives in the film.

In backscattering along the normal, both polarizations lie in the film plane. The vibrations along $x$ and $y$ would need a field component along $z$ and do not appear. The vibration along $z$ has the amplitude

$$
\mathbf e_s\cdot R^{(z)}\mathbf e_i\propto e_{s,x}e_{i,y}+e_{s,y}e_{i,x}.
$$

It is visible for crossed polarizations along $x$ and $y$, and absent when both point along $x$. The phonon wavevector is also along $z$, so the observed vibration is longitudinal.

This use of the zone-centre matrix assumes a nonpolar crystal. In a polar crystal, the longitudinal vibration carries a macroscopic electric field that adds a restoring force, and a separate treatment of that force is needed.

## 7. Volume change and shape change

The same shift can be separated into two physical parts. Define

$$
T=2\varepsilon+\varepsilon_{zz},\qquad D=\varepsilon_{zz}-\varepsilon .
$$

$T$ is the relative volume change to first order, and $D$ measures the tetragonal distortion. Solving for the strains gives $\varepsilon_{zz}=(T+2D)/3$ and $\varepsilon=(T-D)/3$. Hence

$$
\lambda_L=\frac{p(T+2D)+2q(T-D)}{3}
=\frac{p+2q}{3}T+\frac{2(p-q)}{3}D .
$$

Division by $2\omega_0$ yields

$$
\Delta\omega_L=-\gamma\omega_0T+\frac23a_s\omega_0D,
$$

$$
\gamma=-\frac{K_{11}+2K_{12}}6,\qquad
a_s=\frac{K_{11}-K_{12}}2 .
$$

For equal strain $\eta$ in all three directions, $D=0$ and $T=3\eta$, so $\Delta\omega/\omega_0=-3\gamma\eta$. Thus $\gamma$ is the Grüneisen parameter, the relative frequency decrease per relative volume increase. The constant $a_s$ governs the splitting:

$$
\Delta\omega_T-\Delta\omega_L
=\frac{(p-q)(\varepsilon-\varepsilon_{zz})}{2\omega_0}
=a_s\omega_0(\varepsilon-\varepsilon_{zz}).
$$

## 8. Limits and a second strain state

If $C_{12}=0$, in-plane stretching causes no normal contraction and $b=\omega_0K_{12}$. For nonzero $C_{12}$ the same coefficient applies if the thickness is held fixed, but then the normal stress is not zero.

Now let the in-plane strains differ. The free surface gives $\varepsilon_{zz}=-(C_{12}/C_{11})(\varepsilon_{xx}+\varepsilon_{yy})$, and the vibration along $z$ shifts by

$$
\Delta\omega_L=\frac{p\varepsilon_{zz}+q(\varepsilon_{xx}+\varepsilon_{yy})}{2\omega_0}
=\frac b2(\varepsilon_{xx}+\varepsilon_{yy}).
$$

An in-plane shear $\varepsilon_{xy}$ couples the $x$ and $y$ vibrations but leaves this result unchanged to first order. The longitudinal line therefore measures the sum of the in-plane strains, not their difference.

A narrow ribbon pulled along $x$ and free along $y$ and $z$ is an example. The conditions $\sigma_{yy}=\sigma_{zz}=0$ and the equivalence of $y$ and $z$ give $\varepsilon_{yy}=\varepsilon_{zz}=-\nu\varepsilon_{xx}$, where

$$
C_{12}\varepsilon_{xx}-(C_{11}+C_{12})\nu\varepsilon_{xx}=0,
\qquad \nu=\frac{C_{12}}{C_{11}+C_{12}} .
$$

The shift is $\Delta\omega_L=b(1-\nu)\varepsilon_{xx}/2$. For positive $\nu$ this is less than half the shift of a biaxial film with the same strain along $x$. The biaxial coefficient must not be used for such a ribbon.

## 9. Comparison with a microscopic lattice

The formula can be compared with a diamond lattice whose energy is specified directly. Take the unstrained bond length, the bond force constant and the reduced mass $m/2$ as units. Each of the four bonds, of length $\ell$, has energy $(1-e^{-2(\ell-1)})^2/8$. Each of the six pairs of bonds, at angle $\theta$, adds $0.065(\cos\theta+1/3)^2$ per cell, counting the angles at both atoms.

Small strains along one axis, with finite differences of the force matrix and the stress, give $K_{11}=-0.5795$, $K_{12}=-1.3941$ and $C_{12}/C_{11}=0.3858$. The derived formula then predicts

$$
\frac b{\omega_0}=-1.3941+0.5795\times0.3858=-1.1705 .
$$

For the direct calculation, in-plane strains of $\pm10^{-4}$ were imposed, $\varepsilon_{zz}$ was found numerically from zero normal stress, and the force matrix was diagonalized. The frequency slope was again $-1.1705$, and $\varepsilon_{zz}/\varepsilon$ was $-0.77165$, equal to $-2C_{12}/C_{11}$ to the digits shown when the unrounded ratio is used. For the doublet, both routes gave a relative slope of $-0.4489$. This lattice tests the reasoning; it is not fitted to a material.

## 10. Worked example

Take a model film with these round parameters:

- $\omega_0=300$ cm⁻¹, $K_{11}=-1.5$, $K_{12}=-2.0$
- $C_{11}=130$ GPa, $C_{12}=50$ GPa
- $\varepsilon=0.20\%=0.0020$

The elastic ratio is $50/130=0.3846$. The normal strain and in-plane stress are

$$
\varepsilon_{zz}=-2(0.3846)(0.20\%)=-0.154\%,
$$

$$
\sigma_{xx}=(141.5\ \text{GPa})(0.0020)=0.283\ \text{GPa}.
$$

The longitudinal coefficient is

$$
b=300\,[-2.0+1.5(0.3846)]=-427\ \text{cm}^{-1}
$$

per unit strain. Hence

$$
\Delta\omega_L=(-426.9)(0.0020)=-0.854\ \text{cm}^{-1},
$$

or $-25.6$ GHz in ordinary frequency. The line lies at 299.15 cm⁻¹. The doublet shifts by

$$
\Delta\omega_T=\frac{300(0.0020)}2[-3.5+4.0(0.3846)]
=-0.588\ \text{cm}^{-1},
$$

so it lies 0.265 cm⁻¹ above the longitudinal line.

For these parameters $\gamma=0.917$ and $a_s=0.25$. The volume change contributes $-0.677$ cm⁻¹ and the shape change $-0.177$ cm⁻¹. Both lower the longitudinal line: the volume grows, and the film is compressed along $z$ relative to its plane.

Setting $\varepsilon_{zz}=0$ would predict $300(-2.0)(0.0020)=-1.20$ cm⁻¹. Using that coefficient to interpret the shift of $-0.854$ cm⁻¹ gives

$$
\varepsilon_{\rm inferred}=\frac{-0.854}{-600}=0.142\%,
$$

which is 29% below the true strain. Even with the correct coefficient, an error of 0.1 cm⁻¹ in the line shift produces a strain error of $0.1/427=0.023\%$, about 12% of the strain in this example.

## 11. Real films and the limits of the model

The parameters lie in the rough regime of a tensile germanium layer on silicon, as used in photodetectors. They are round model values, not a measurement of such a layer. The formula assumes that film and unstrained reference share the same temperature and composition, which must be checked for a real device. With a rough thermal coefficient of $-0.02$ cm⁻¹/K, a film 50 K warmer than its reference shifts by $-1.0$ cm⁻¹ at fixed elastic strain, more than the strain shift itself. This coefficient belongs to a freely expanding crystal, so the strain here is measured from the free lattice at the same temperature. If the whole structure warms, and the film's thermal expansion exceeds the substrate's by roughly $3\times10^{-6}$ K⁻¹, the tension also falls by $1.5\times10^{-4}$. This adds $+0.064$ cm⁻¹ and offsets little of the thermal shift.

Alloying matters similarly. For a small tin fraction $x$, a linear model at fixed temperature is $\Delta\omega=ax+b\varepsilon$. With the rough value $a=-80$ cm⁻¹, 1% tin contributes $-0.80$ cm⁻¹, nearly as much as the strain. One line position cannot determine both $x$ and $\varepsilon$; the composition must come from another measurement.

Smaller effects can be estimated for the same film:

- **Finite wavevector.** For 532 nm light and refractive index 5, backscattering creates a phonon of wavevector $k=4\pi\times5/(532\ \text{nm})=0.118$ nm⁻¹. Let the branch fall as $60\sin^2(ka/4)$ cm⁻¹, with lattice constant $a=0.57$ nm. Without absorption the shift is $-0.017$ cm⁻¹. Germanium absorbs this light strongly, which spreads the wavevector and can enlarge the shift severalfold, by an amount that depends on the linewidth and on how the vibration ends at the surface. A reference measured in the same way shares most of it.
- **Wide objective.** At numerical aperture 0.9, the steepest ray inside the film has $\sin\theta=0.9/5=0.18$. The incident and scattered polarizations can then each have a component up to $\sin\theta$ along $z$. Their two contributions to the doublet amplitude add to at most about $2\sin\theta$, so the doublet intensity is at most about $4\sin^2\theta=0.13$ of a longitudinal line of full strength. If the polarizations give the longitudinal line its full strength, as when they are crossed along $x$ and $y$, the mean line position moves by at most about $0.13\times0.265=0.034$ cm⁻¹. If both point along $x$, the longitudinal line is suppressed but not removed. Steep rays polarized in and across their plane of incidence enter the film with different transmission, which gives the light a $y$ component comparable to its $z$ component. The weak remaining signal is then a mixture: the doublet is the larger part, but the longitudinal line still supplies roughly a tenth to a half of it, depending on the absorption and the collection optics, so the signal cannot be read with either coefficient alone.
- **Second order in strain.** The term dropped in part 5 changes the shift by $-(\Delta\omega_L)^2/(2\omega_0)=-0.0012$ cm⁻¹. Second-order changes of the force constants are further corrections of the material, which this term does not include.

The normal stress inside the film can differ from zero near an edge of the film or of a patterned, stressed coating. A uniform flat coating with a free top surface leaves it zero, whatever the in-plane stress of the coating. If a uniform normal stress $s$ remains, $\varepsilon_{zz}$ gains $s/C_{11}$ and the line gains $\omega_0K_{11}s/(2C_{11})$. For other surface orientations, strain has shear components along the cube axes, so $r$ enters and the present coefficient no longer applies. Heavy doping, which changes the lattice forces through free carriers, is also outside the model.

For an undoped (001) film with equal in-plane strains and a matched reference, the measured shift should be divided by $b$ with the normal contraction included. If the temperature or composition is uncertain, that uncertainty can exceed the 29% error caused here by omitting the contraction.
